# Cell-length extrapolation of thermal conductivity from momentum-exchange molecular dynamics

## One chain, four conductivities

A periodic chain of 32 sites, driven by momentum exchange, has an apparent thermal conductivity of 1.77 in reduced units. The same chain with 96 sites gives 2.38. An equilibrium calculation in a 32-site cell gives $2.75\pm0.06$, and a larger equilibrium cell about 2.9. Force law, temperature and time step are the same throughout, so the cell length needs an explanation, and so does the value to which the sequence leads.

The setting treated here is the list of cell lengths in a nonequilibrium molecular-dynamics calculation, whose forces may come from an electronic-structure method or from a model. Slab width and exchange interval belong to the same choice. The nuclei move classically, and $k_B=1$ in the algebra.

## What the exchange imposes

The cell has length $L$ and cross-section $A$. A hot and a cold slab, each of width $w$, have their centres $L/2$ apart. At regular intervals the fastest particle of the cold slab and the slowest of the hot slab undergo a fictitious elastic collision. With $V=(m_1v_1+m_2v_2)/(m_1+m_2)$, the new velocities are

$$v_i'=2V-v_i .$$

With $M=m_1+m_2$, the new momentum is $2MV-MV=MV$, as before. The kinetic energy changes by

$$\sum_i \tfrac12 m_i\left[(2V-v_i)^2-v_i^2\right]=2V^2M-2V\sum_i m_iv_i=0 .$$

Positions do not move, so the potential energy is also unchanged. For equal masses $2V=v_1+v_2$, and the particles swap velocities. The swap is made only if it carries energy from cold to hot.

If energy $E$ is carried in time $t$, the same energy must flow back in the steady state. The two halves of the cell are equivalent, so each carries the flux

$$J=\frac{E}{2At}.$$

This needs only the velocities of the exchanged particles. No division of the electronic energy among atoms is required.

Let $\Delta T$ be the difference between the mean temperatures of the slabs. The apparent conductivity is

$$\kappa_L=\frac{J}{\Delta T/(L/2)}=\frac{JL}{2\Delta T}.$$

## Why the inverse conductivity is linear in $1/L$

Let $Q(x)$ be the power injected per unit volume and $\theta(x)$ the time-averaged temperature change. For weak driving the response is linear, and in a uniform medium each Fourier component responds separately:

$$\theta_k=\chi(k)\,Q_k .$$

Reflection symmetry makes $\chi$ even. At long wavelength Fourier's law, $-\kappa\theta''=Q$, requires $\chi\to1/(\kappa k^2)$. At shorter wavelength $\chi$ differs, because energy travels some distance before it is scattered.

Put the hot slab at $x=0$. It receives $2J$ per unit area, and the cold slab loses the same. For uniform injection the slab form factor is $S(k)=\sin(kw/2)/(kw/2)$. With $k_n=2\pi n/L$,

$$Q_{k_n}=2JS(k_n)\left[1-e^{-ik_nL/2}\right]=2JS(k_n)\left[1-(-1)^n\right].$$

This is $4JS$ for odd $n$ and zero for even $n$. Taking the difference of the slab means gives a second factor $S[1-(-1)^n]=2S$. Since $\theta(x)=L^{-1}\sum_n\theta_{k_n}e^{ik_nx}$,

$$\Delta T=\frac{8J}{L}\sum_{n\ \mathrm{odd}}S(k_n)^2\chi(k_n),$$

where $n$ takes both signs. Now separate the Fourier part of a thin source:

$$S^2\chi=\frac1{\kappa k^2}+G(k).$$

The sum of $1/n^2$ over odd $n$ of both signs is $2\times\pi^2/8=\pi^2/4$. The first part therefore gives

$$\frac{8J}{L}\,\frac{L^2}{4\pi^2\kappa}\,\frac{\pi^2}{4}=\frac{JL}{2\kappa}.$$

In the second part the odd wave vectors are spaced by $4\pi/L$. If $G$ is smooth, its sum tends to $(L/4\pi)\int_{-\infty}^{\infty}G\,dk$, and the factor $L$ cancels:

$$\frac{8J}{L}\sum_{n\ \mathrm{odd}}G(k_n)\to JR,\qquad R=\frac4\pi\int_0^\infty G(k)\,dk .$$

Adding the parts and multiplying by $2/(JL)$ gives the extrapolation law,

$$\boxed{\frac1{\kappa_L}=\frac1\kappa+\frac{2R}{L}}$$

$R$ is an excess resistance in series with the bulk. It belongs to the surroundings of the slabs and does not grow with the cell.

Poisson's summation formula gives the error of replacing the sum by the integral. The omitted terms are $(-1)^m\int G\,e^{imkL/2}dk$ with $m\neq0$, times $L/4\pi$. They measure how far the disturbance at one slab reaches the other. For smooth $G$ with integrable derivatives, repeated integration by parts shows that they fall faster than any power of $1/L$.

Real exchange selects extreme velocities and changes kinetic energy first. For weak driving this is still a local disturbance proportional to the exchange rate. It changes $G$ and $R$, but not the $1/(\kappa k^2)$ term that fixes the intercept.

## Slab width: a contribution with a negative sign

Suppose Fourier's law held at all distances. At distance $s$ from the centre of the hot slab the flux is $2Js/w$, so

$$\theta(s)=\theta(0)-\frac{Js^2}{\kappa w}.$$

The slab mean lies $Jw/(12\kappa)$ below the centre, and the edge lies $Jw/(4\kappa)$ below it. The mean is thus $Jw/(6\kappa)$ above the edge. The cold slab contributes equally, and the facing edges are $L/2-w$ apart:

$$\Delta T=\frac J\kappa\left(\frac L2-w+\frac w3\right)=\frac J\kappa\left(\frac L2-\frac{2w}{3}\right),\qquad R=-\frac{2w}{3\kappa}.$$

The width must therefore be the same in all cells of a series. If $w$ grew in proportion to $L$, this part of $2R/L$ would be constant and would shift the intercept.

## A kinetic model in which the law can be checked

Take carriers with one speed $v$, lifetime $\tau$, mean free path $\ell=v\tau$ and heat capacity $c$ per volume. Let $u(\mu,x)$ be the temperature deviation of carriers moving with direction cosine $\mu$. With isotropic scattering and injection,

$$v\mu\,\partial_xu=-\frac{u-\theta}{\tau}+\frac Qc,\qquad \theta=\frac12\int_{-1}^1u\,d\mu .$$

The second equation expresses energy conservation in collisions. In Fourier space $(1+ik\ell\mu)u=\theta+\tau Q/c$. Dividing and averaging over $\mu$ gives

$$\theta=X\left(\theta+\frac{\tau Q}{c}\right),\qquad X=\frac{\arctan(k\ell)}{k\ell},$$

and hence $\chi=(\tau/c)X/(1-X)$. For small $k$, $1-X\approx(k\ell)^2/3$, so $\kappa=c\ell^2/(3\tau)=cv\ell/3$.

With $\ell=\tau=c=w=1$, the integral gives $R=0.079$. The explicit sum at $L=10$ gives $\Delta T/J=15.076$, against 15.079 from the asymptotic law. At $L=20$ and 40 the two agree to $10^{-5}$ or better.

Fourier conduction alone would give $R=-2.000$ here. The nonlocal part is therefore $+2.079$, and the two nearly cancel. A weak length dependence does not by itself show that transport near the slabs is diffusive.

## When the straight line is wrong

The derivation used a smooth $G$. A broad distribution of mean free paths can violate this. Consider a Debye spectrum with scaled frequency $0<x<1$, heat capacity $3x^2dx$, constant speed, and lifetime and mean free path $x^{-2}$. Let the injected energy enter each mode in proportion to its scattering weight $c_i/\tau_i$, and let $W=\sum_ic_i/\tau_i$. The previous calculation gives for each class

$$\langle u_i\rangle=X_i\left(\theta+\frac QW\right).$$

Collisions conserve energy if $\sum_i(c_i/\tau_i)(\langle u_i\rangle-\theta)=0$. Define $D=\sum_i(c_i/\tau_i)(1-X_i)$. Then $W\theta=(W-D)(\theta+Q/W)$, so

$$\chi=\frac1D-\frac1W,\qquad D(k)=\int_0^1 3x^4\left[1-X(k/x^2)\right]dx ,$$

where $X(y)=\arctan(y)/y$. Here $\theta$ is the temperature towards which the modes relax, an average weighted by $c_i/\tau_i$. The energy-weighted temperature differs from it at finite $k$. Using it lowers the values of $1/\kappa_L$ quoted below by 1 to 3% but moves the fitted $\kappa$ only from 0.886 to 0.887. At small $k$ the integrand tends to $k^2$ at fixed $x$, hence $\kappa=1$. The correction comes from low frequencies. Setting $x=\sqrt k\,s$,

$$k^2-D\approx\beta k^{5/2},\qquad \beta=\int_0^\infty\left\{1-3s^4\left[1-X(s^{-2})\right]\right\}ds .$$

The integral converges, since its integrand falls as $s^{-4}$. It is positive because $1-X(y)<y^2/3$ for $y>0$. Thus $1/D-1/k^2\approx\beta k^{-3/2}$, which is not smooth at $k=0$. Its contribution to $\Delta T/J$ is

$$\frac{8\beta}{L}\left(\frac L{2\pi}\right)^{3/2}\sum_{n\ \mathrm{odd}}|n|^{-3/2}\propto L^{1/2}.$$

Multiplication by $2/L$ gives $1/\kappa_L-1/\kappa\propto L^{-1/2}$. The computed exponent, between $L=10^5$ and $4\times10^5$, is $-0.508$.

The conductivity per interval $dx$ is constant in this model, so the conductivity-weighted mean free path is $\int x^{-2}dx$, which diverges at low frequency. This is the warning sign to look for in a phonon calculation. A finite average secures the leading $1/L$ term but not a smooth $G$: with lifetime and mean free path $x^{-1.45}$ the local slope still rises, and a line through the three lengths used below misses $\kappa$ by about 1%.

With $w=1$ and the harmonic sum cut off at $k=20$, lengths of 100, 200 and 400 give $1/\kappa_L=1.428$, 1.290 and 1.197. The omitted harmonics would lower these values by about $0.1/L$, which does not change the intercept of a line in $1/L$. Such a line through the three values yields $\kappa=0.886$, which is 11% below the true value of 1. The local slopes reveal the problem:

$$\frac{1.428-1.290}{1/100-1/200}\approx28,\qquad\frac{1.290-1.197}{1/200-1/400}\approx37 .$$

A slope that rises towards long cells means that the line meets the axis too high and underestimates $\kappa$.

## The chain, read with the law

The chain has the Hamiltonian

$$H=\sum_i\left[\frac{p_i^2}{2}+\frac{(q_{i+1}-q_i)^2}{2}+\frac{q_i^4}{4}\right],$$

with unit mass, spring constant and spacing, at $T=1$. It models an insulating lattice whose vibrations are scattered by an anharmonic on-site force, and represents no particular material. The on-site force breaks momentum conservation. Averaged over the thermal motion, $q_i^3$ resists a small uniform displacement roughly like a spring of constant $3\langle q_i^2\rangle$. At this temperature the chain therefore has no acoustic branch, although its harmonic part alone would have one. A real dielectric has one, and its low-frequency damping must be examined separately.

The imposed flux can be checked inside the chain. Let $r_i=q_{i+1}-q_i$, and assign half of each bond energy to each end. The equation of motion is $\dot p_i=r_i-r_{i-1}-q_i^3$. The on-site terms cancel in the energy change of site $i$, leaving

$$\dot h_i=p_i(r_i-r_{i-1})+\tfrac12r_i(p_{i+1}-p_i)+\tfrac12r_{i-1}(p_i-p_{i-1}).$$

Collecting terms gives $\dot h_i=j_{i-1}-j_i$ with $j_i=-\frac12(p_i+p_{i+1})r_i$. For 96 sites the exchanged energy gives $J=0.01912$, and the average of $j_i$ gives 0.01915.

Each slab has two sites. For 32 sites, $J=0.04708$ and $\Delta T=0.4246$, so

$$\frac1{\kappa_L}=\frac{2(0.4246)}{0.04708\times32}=0.564 .$$

The results for 32, 48, 64 and 96 sites are $0.564\pm0.008$, $0.507\pm0.008$, $0.469\pm0.008$ and $0.419\pm0.011$. The weighted line has slope $2R=6.6\pm0.6$ and intercept $0.362\pm0.013$, hence

$$\kappa=2.76\pm0.10 .$$

The longest cell alone is 14% below this value. Inverting the law gives $\kappa_L=\kappa/(1+\lambda/L)$, with $\lambda=2R\kappa\approx6.6\times2.76\approx18$ sites. A single cell within 10% of the extrapolated value would need $L>9\lambda$, about 160 sites.

The slope can be divided into two parts. Under Fourier's law each site of a two-site slab would receive half the power. The bond inside the slab would carry no flux, and $N/2-1$ bonds would separate the slabs. This gives $2R=-2/\kappa\approx-0.7$. The remaining $+7.3$ is the part of the fitted slope that Fourier's law does not account for. The fit does not separate the effect of nonlocal transport from that of the velocity distribution disturbed by the exchange.

The local slopes between neighbouring lengths are about 5.4, 7.4 and 9.5, with standard errors of about 1.1, 2.2 and 2.6. They rise, as in the broad-spectrum case, but the rise is not resolved. The line has $\chi^2=2.5$ for two degrees of freedom. The data are compatible with the linear law without excluding some curvature.

## Two checks that do not use the extrapolation

The equilibrium value follows from energy fluctuations. Let $e_k$ and $j_k$ be Fourier components of energy and current, with $\dot e_k=-ikj_k$ at small $k$, and let $F(t)=\langle e_k(t)e_{-k}(0)\rangle/N$. Stationarity gives

$$\ddot F(t)=-k^2C_k(t),\qquad C_k(t)=\frac{\langle j_k(t)j_{-k}(0)\rangle}{N}.$$

Time-reversal symmetry gives $\dot F(0)=0$, so $-\dot F(t)=k^2\int_0^tC_k\,dt'$. After local relaxation, energy diffuses and $F\approx cT^2e^{-\kappa k^2t/c}$, where $cT^2$ is the canonical energy variance per site. While the exponent is still small, $-\dot F\approx\kappa T^2k^2$. Equating the two and letting $k\to0$ gives the Green–Kubo formula,

$$\kappa=\frac1{NT^2}\int_0^\infty\langle J_{\rm tot}(0)J_{\rm tot}(t)\rangle\,dt .$$

In a periodic cell of 32 sites, integration to time 50 gives 2.68, and to time 76 gives $2.75\pm0.06$. The error is statistical. It does not include the part of the integral beyond time 76 or the effect of the size of the equilibrium cell. A cell of 64 sites gives $2.89\pm0.04$ at time 76 and between 2.90 and 2.94 for cutoffs from 100 to 250, about 0.15 or two standard errors higher. The 32-site value is used in what follows. The inverse, $0.364\pm0.008$, differs from the extrapolated intercept by $0.002\pm0.015$. The comparison thus resolves discrepancies of about 4% of $1/\kappa$ at one standard error, and the closeness of the two numbers should not be read as more. The 64-site value, $1/\kappa=0.344\pm0.005$, lies $0.018\pm0.014$ below the intercept. That is the direction expected if the rise of the local slopes is real, in which case the line underestimates $\kappa$ by about 5%.

The second check uses the temperature gradient away from the slabs. For smooth $G$ the excess temperature is localized there, and the interior gradient tends to $J/\kappa$. In the 96-site cell, at least 14 sites from each slab, it gives $1/\kappa=0.358\pm0.013$. This agrees with both other values and is about as precise as the fit to four cells. In the broad-spectrum model the excess gradient scales as $k\,k^{-3/2}=k^{-1/2}$, which corresponds to a decay as slow as $x^{-1/2}$ in space. Omitting a few layers then does not suffice.

## Choosing the settings

**Lengths.** Use at least three, so that curvature can be seen, and spread them widely in $1/L$. For two cells the intercept is

$$\frac1\kappa=\frac{L_2/\kappa_{L_2}-L_1/\kappa_{L_1}}{L_2-L_1}.$$

For 32 and 96 sites this is $(96\times0.4193-32\times0.5637)/64=0.347$. The error of the long cell enters with weight $96/64=1.5$ and that of the short cell with weight 0.5. The standard error is 0.017, so the long cell deserves the better statistics. If the local slope rises beyond its error, add longer cells or fit the exponent suggested by the phonon lifetimes.

**Exchange interval.** At fixed $\Delta T$ the flux falls as the cell grows, so the interval should grow too. In the example it goes from 6.6 to 15.0 time units, and $\Delta T$ stays between 0.38 and 0.42. Less frequent exchange reduces $\Delta T$ but not its thermal noise. More frequent exchange risks nonlinear response. For a Fourier region of length $d$ centred on temperature $T_0$, with end-to-end difference $\delta$,

$$Jd=\int_{T_0-\delta/2}^{T_0+\delta/2}\kappa(T)\,dT\approx\kappa(T_0)\,\delta+\frac{\kappa''(T_0)\,\delta^3}{24}.$$

The linear term in $\kappa(T)$ cancels, leaving a relative error $\kappa''\delta^2/(24\kappa)$. A repeat with a doubled interval should leave $\kappa_L$ unchanged within its error.

**Run time.** The slowest harmonic driven by the slabs has $k=2\pi/L$ and decays in a time $cL^2/(4\pi^2\kappa)$. The heat capacity of this chain at $T=1$ is $c\approx0.86$ per site, so this is about 73 time units for 96 sites. Several such times should be discarded before averaging, and the requirement grows as $L^2$.

**Physical units.** The reduced conductivity is multiplied by $k_B\omega_0/a$ if each chain occupies an area $a^2$. The round parameters $\omega_0=2\times10^{13}\ \mathrm{s^{-1}}$ and $a=3\times10^{-10}$ m turn 2.76 into $2.5\ \mathrm{W/(m\,K)}$.

Extrapolation removes the leading effect of length. It does not repair errors in the forces, the use of classical statistics below the vibrational temperatures, a finite time step, or a cross-section too small for the structure. The numerical output that follows gives the remaining values for each cell.

## Computed values

```
GRAY KINETIC MODEL (mean free path = lifetime = heat capacity = 1)
slab width 1.0, bulk conductivity 0.33333
excess resistance R from integral 0.07870
L=  10: dT/J sum 15.07619, asymptotic law 15.07870
L=  20: dT/J sum 30.07871, asymptotic law 30.07870
L=  40: dT/J sum 60.07871, asymptotic law 60.07870
R for pure Fourier conduction -2.00000
BROAD SPECTRUM (shortest mean free path = 1, bulk kappa = 1)
exponent of L in 1/kappa_L - 1/kappa: -0.5080
L= 100: 1/kappa_L = 1.4279
L= 200: 1/kappa_L = 1.2903
L= 400: 1/kappa_L = 1.1972
kappa from straight line in 1/L: 0.8862
CHAIN SIMULATION (reduced units)
temperature 1.0, time step 0.10, slab width 2 sites
Green-Kubo kappa, cutoff 50.4: 2.6819
Green-Kubo kappa, cutoff 76.0: 2.7473 +- 0.0619
N=32: replicas 384, time 1406, exchange interval 6.6
  J exchanged 0.04708, J from bonds 0.04721, dT 0.4246
  1/kappa_L 0.5637 +- 0.0079, kappa_L 1.7739
N=48: replicas 256, time 2115, exchange interval 9.0
  J exchanged 0.03318, J from bonds 0.03325, dT 0.4038
  1/kappa_L 0.5070 +- 0.0084, kappa_L 1.9723
N=64: replicas 192, time 2819, exchange interval 10.8
  J exchanged 0.02728, J from bonds 0.02737, dT 0.4092
  1/kappa_L 0.4687 +- 0.0080, kappa_L 2.1337
N=96: replicas 128, time 4230, exchange interval 15.0
  J exchanged 0.01912, J from bonds 0.01915, dT 0.3848
  1/kappa_L 0.4193 +- 0.0107, kappa_L 2.3848
slope 2R 6.600 +- 0.566
intercept 1/kappa 0.3618 +- 0.0125
extrapolated kappa 2.7640 +- 0.0953
chi-squared of line 2.47 for 2 degrees
Green-Kubo 1/kappa 0.3640 +- 0.0082
intercept minus Green-Kubo inverse -0.0022 +- 0.0149
1/kappa from interior slope, N=96: 0.3577 +- 0.0129
frequency unit 2.0e+13 s^-1, spacing 3.0e-10 m
extrapolated kappa 2.544 W/(m K)
```
